\section*{The One-Dimensional Dirac Square Well: Ground Level and Critical Depth}

\section{The problem}

An electron moves along the $x$ axis in an electrostatic well of half-width $a$ and depth $V_0>0$:
\begin{equation}
H=c\,\sigma_x p+\sigma_z mc^2+V(x),\qquad
V(x)=\begin{cases}-V_0,&|x|<a\\ 0,&|x|>a\end{cases}
\label{eq:H}
\end{equation}
with $p=-i\hbar\,d/dx$ and $\psi=(\varphi,\chi)^T$. For $V=0$ the energies fill $E\ge mc^2$ and $E\le -mc^2$, the upper and lower continua. Bound levels lie in the gap between them.

\begin{enumerate}
\item[(a)] Find the equation for the ground level, the lowest level in the gap for a shallow well, and show that it has one root.
\item[(b)] Find the corresponding equations in the Schr\"odinger and ZORA (zeroth-order regular) approximations.
\item[(c)] Find the Pauli value: the Schr\"odinger level plus the first-order mass-velocity and Darwin terms.
\item[(d)] Compare the four values for $a=1\,\hbar/mc$ and $V_0=0.5\,mc^2$. Explain why the Schr\"odinger and ZORA levels both lie below the Dirac level.
\item[(e)] At what depth does the Dirac level reach $E=-mc^2$, and how does it arrive there?
\end{enumerate}

From here on energies are in units of $mc^2$ and lengths in $\hbar/mc$, so that $\hbar=m=c=1$. The level is measured from the upper continuum edge, $\varepsilon=E-1$. The gap is then $-2<\varepsilon<0$.

\section{Hints}

\begin{enumerate}
\item Eliminate $\chi$. Ask which of $\varphi$, $\varphi'$ and $\chi$ are continuous where $V$ jumps.
\item The three wave equations differ in one function that divides $\varphi'$. Give its inner and outer values names and do the matching once.
\item For the Pauli value, expand that function to first order in $\varepsilon-V$. Integrate by parts to recognize the two terms.
\item For the sign of the ZORA deviation, treat the $\varepsilon$ that ZORA drops as an adjustable number.
\item For the critical depth, ask what happens to the outer wave as $\varepsilon\to-2$.
\end{enumerate}

\section{Solution}

\subsection*{(a) Matching}

The two rows of $H\psi=E\psi$ are
\begin{equation}
-i\chi'=(\varepsilon-V)\varphi,\qquad -i\varphi'=(2+\varepsilon-V)\chi .
\label{eq:rows}
\end{equation}
The jump of $V$ is finite, so $\varphi'$ and $\chi'$ are finite and both components are continuous. With $M(x)=2+\varepsilon-V(x)$, the second row gives $\chi=-i\varphi'/M$, and the first becomes
\begin{equation}
-\left(\frac{\varphi'}{M}\right)'+V\varphi=\varepsilon\varphi .
\label{eq:elim}
\end{equation}
Thus $\varphi'/M$ is continuous, while $\varphi'$ itself jumps with $M$. Let $M_{\rm in}=2+\varepsilon+V_0$ and $M_{\rm out}=2+\varepsilon$. Where $M$ is constant,
\begin{equation}
\varphi''=-k^2\varphi,\; k^2=(\varepsilon+V_0)M_{\rm in};\qquad
\varphi''=\kappa^2\varphi,\; \kappa^2=-\varepsilon M_{\rm out},
\label{eq:k}
\end{equation}
inside and outside respectively. Take $\varphi$ even: $\varphi=B\cos kx$ inside and $\varphi=B\cos(ka)\,e^{-\kappa(|x|-a)}$ outside. Continuity of $\varphi'/M$ at $x=a$ gives
\begin{equation}
\frac{k\tan ka}{M_{\rm in}}=\frac{\kappa}{M_{\rm out}}
\quad\Longrightarrow\quad
\tan ka=\sqrt{\frac{-\varepsilon\,M_{\rm in}}{(\varepsilon+V_0)\,M_{\rm out}}},
\label{eq:match}
\end{equation}
where $k$ and $\kappa$ were inserted from \eqref{eq:k}.

The ground level has $0<ka<\pi/2$. To see this, note that the definition of $k$ gives $(\varepsilon+V_0+1)^2=1+k^2$, so a smaller $k$ means a lower level. An odd solution $\sin kx$ requires $k\cot ka=-\kappa M_{\rm in}/M_{\rm out}<0$, hence $ka>\pi/2$. Imaginary $k=iq$ would turn the left side of the first equation in \eqref{eq:match} into $-q\tanh(qa)/M_{\rm in}<0$ for the even solution, and the odd one would need $q\coth qa<0$; neither is possible.

Now use the second equation in \eqref{eq:match}. On the branch $0<ka<\pi/2$ its left side, $\tan ka$, rises with $\varepsilon$. The square of the right side is
\[
\frac{-\varepsilon}{2+\varepsilon}\left(1+\frac{2}{\varepsilon+V_0}\right),
\]
a product of two falling positive factors, so there is at most one root. At the lower end of the range, $\varepsilon=-V_0$ or $\varepsilon=-2$, whichever is higher, the right side diverges. At the upper end either the right side vanishes ($\varepsilon=0$) or the left side diverges ($ka=\pi/2$). A root therefore exists as long as $ka$ is still below $\pi/2$ at the lower end. For $V_0\le2$ this holds, since $k=0$ there. Part (e) treats deeper wells.

\subsection*{(b) ZORA and Schr\"odinger}

ZORA drops $\varepsilon$ from $M$ but keeps $V$. The Schr\"odinger equation drops both:
\begin{center}
\begin{tabular}{lcc}
 & $M_{\rm in}$ & $M_{\rm out}$\\
Dirac & $2+\varepsilon+V_0$ & $2+\varepsilon$\\
ZORA & $2+V_0$ & $2$\\
Schr\"odinger & $2$ & $2$
\end{tabular}
\end{center}
Equations \eqref{eq:elim}--\eqref{eq:match} hold for all three with these entries. For Schr\"odinger, \eqref{eq:match} reduces to the familiar $k\tan ka=\kappa$.

\subsection*{(c) The Pauli value}

For $|\varepsilon-V|\ll2$, $1/M\approx\frac12-\frac14(\varepsilon-V)$. The second term adds $\frac14[(\varepsilon-V)\varphi']'$ to the left side of \eqref{eq:elim}. Its expectation value in the normalized Schr\"odinger state, with $\varepsilon$ replaced by $\varepsilon_S$, is the first-order shift. One integration by parts gives
\begin{equation}
\Delta=\tfrac14\int(V-\varepsilon_S)\,\varphi'^2\,dx .
\label{eq:delta}
\end{equation}
A second one, with $\varphi''=2(V-\varepsilon_S)\varphi$, gives
\begin{equation}
\Delta=-\tfrac12\big\langle(\varepsilon_S-V)^2\big\rangle-\tfrac14\int V'\varphi\varphi'\,dx .
\label{eq:pauli}
\end{equation}
The first term is the mass-velocity term $-\langle p^4\rangle/8$, because $p^2\varphi=2(\varepsilon_S-V)\varphi$. The second equals the Darwin term $\langle V''\rangle/8$. Here $V'=V_0[\delta(x-a)-\delta(x+a)]$ and $\varphi\varphi'=\mp\kappa\varphi(a)^2$ at $x=\pm a$, so the Darwin term is $+\frac12V_0\kappa\varphi(a)^2$. It is finite because the Schr\"odinger $\varphi$ and $\varphi'$ are continuous. There is no spin-orbit term in one dimension. The operator $-p^4/8$ makes the Hamiltonian unbounded below, so it is used to first order and not diagonalized.

The sum has a short closed form. Write $z=ka$, $s=\sin z$, $C_z=\cos z$, and use $\kappa=k\,s/C_z$. Normalization requires
\[
\frac1{B^2}=a+\frac{sC_z}{k}+\frac{C_z^2}{\kappa}
=a+\frac{C_z(s^2+C_z^2)}{ks}=a+\frac1\kappa .
\]
The integrals of $\varphi'^2$ are $B^2(k^2a-ksC_z)$ inside and $B^2\kappa C_z^2$ outside. In \eqref{eq:delta}, $V-\varepsilon_S$ is $-k^2/2$ inside and $+\kappa^2/2$ outside. Therefore
\begin{align}
\Delta&=\frac{B^2}{8}\left[-k^4a+k^3sC_z+\kappa^3C_z^2\right]
=\frac{B^2k^3}{8}\left[-z+sC_z+\frac{s^3}{C_z}\right]\nonumber\\
&=\frac{k^3\kappa\,(\tan ka-ka)}{8(1+\kappa a)} .
\label{eq:closed}
\end{align}
Since $\tan z>z$ on this branch, $\Delta>0$: to leading order relativity raises the ground level of this well. Equation \eqref{eq:delta} shows the competition. The inner region, where $V<\varepsilon_S$, lowers the level, the outer tails raise it, and the tails win.

\subsection*{(d) The four values}

Take $a=1$ and $V_0=0.5$, that is $a=386$~fm. Solving \eqref{eq:match} with a bracketing root finder gives
\begin{center}
\begin{tabular}{lccc}
 & $\varepsilon$ & $k$ & $\kappa$\\
Schr\"odinger & $-0.22688$ & $0.73909$ & $0.67361$\\
ZORA & $-0.23579$ & $0.81272$ & $0.68672$\\
Dirac & $-0.22328$ & $0.79374$ & $0.62984$
\end{tabular}
\end{center}
To verify the Dirac root by hand, insert $\varepsilon=-0.22328$. Then $M_{\rm in}=2.27672$, $M_{\rm out}=1.77672$ and $\varepsilon+V_0=0.27672$. The right side of \eqref{eq:match} is $\sqrt{0.5083/0.4917}=1.017$, and $\tan0.79374=1.017$.

For the Pauli shift, $\tan ka=\kappa/k=0.9114$, and
\[
\Delta=\frac{(0.73909)^3(0.67361)(0.9114-0.7391)}{8(1.67361)}=0.00350 .
\]
It is the small remainder of a mass-velocity term of $-0.03352$ and a Darwin term of $+0.03702$. The Pauli level is $-0.22338$. The full Dirac shift from Schr\"odinger is $0.00360$, so first order supplies about 97\% of it. The Dirac level lies $114.1$~keV below the upper continuum.

ZORA moves the level the other way, by $-0.00892$ from Schr\"odinger. This sign can be derived. The kinetic energy in \eqref{eq:elim} is $\int\varphi'^2/M\,dx$. Inside the well ZORA has the larger $M$, hence less kinetic energy for the same $\varphi$. With the Schr\"odinger state as trial function, the variational principle gives $\varepsilon_Z<\varepsilon_S$.

ZORA also lies below Dirac. Let $F(\lambda)$ be the lowest eigenvalue of \eqref{eq:elim} when $M=2+\lambda-V$ with a fixed number $\lambda>-2$. A larger $\lambda$ lowers the kinetic energy, so $F$ falls. ZORA is $\varepsilon_Z=F(0)$. The Dirac level obeys $\varepsilon_D=F(\varepsilon_D)$, since its $\varphi$ has no node and so belongs to the lowest eigenvalue. Because $\varepsilon_D<0$, $\varepsilon_D>\varepsilon_Z$. To leading order $F'(0)=-\int\varphi'^2/4\,dx=-\langle T\rangle/2$, where $T=p^2/2$, and hence
\begin{equation}
\varepsilon_Z-\varepsilon_D\approx\tfrac12\varepsilon_S\langle T\rangle,\qquad
\langle T\rangle=\frac{k^2\kappa a}{2(1+\kappa a)} .
\label{eq:zerr}
\end{equation}
The closed form follows from the integrals in (c), whose terms $-ksC_z$ and $\kappa C_z^2$ cancel. Here $\langle T\rangle=0.10993$, and \eqref{eq:zerr} gives $-0.01247$; the actual difference is $-0.01251$. Relative to the Dirac binding energy, ZORA overbinds by 5.6\% and Schr\"odinger by 1.6\%. Keeping $V$ in $M$ lowers the level by $0.0089$, and keeping $\varepsilon$ as well raises it by $0.0125$. ZORA includes only the first of these opposing shifts, so here it is less accurate than the Schr\"odinger equation, which includes neither. Two limits apply. The ZORA level depends on where the zero of $V$ is placed: adding a constant $U$ to $V$ moves it to $U+F(-U)$, not to $U+F(0)$, and here $F(-0.5)=-0.2055$ and $F(0.5)=-0.2594$ against $F(0)=-0.2358$. The comparison above is for $V=0$ outside the well. The upward relativistic shift is also a property of this well; for a hydrogen-like $1s$ level the Dirac energy lies below the Schr\"odinger one.

The same calculation at other depths, again with $a=1$, gives
\begin{center}
\begin{tabular}{ccccc}
$V_0$ & Schr\"odinger & Pauli & ZORA & Dirac\\
0.1 & $-0.01590$ & $-0.01587$ & $-0.01597$ & $-0.01587$\\
1.0 & $-0.6039$ & $-0.5880$ & $-0.6474$ & $-0.5862$\\
2.0 & $-1.4697$ & $-1.4149$ & $-1.6162$ & $-1.3905$
\end{tabular}
\end{center}
At $V_0=2$ the Pauli term supplies $0.05475$ of a Dirac shift of $0.07917$, about 69\%. The expansion in $(\varepsilon-V)/2$ is no longer one in a small quantity.

\subsection*{(e) Reaching the lower continuum}

Since $\partial H/\partial V_0=-1$ inside the well and zero outside, the Hellmann--Feynman theorem gives
\begin{equation}
\frac{dE}{dV_0}=-P_{\rm in},\qquad
P_{\rm in}=\int_{-a}^{a}\left(|\varphi|^2+|\chi|^2\right)dx ,
\label{eq:hf}
\end{equation}
for normalized $\psi$. Since $P_{\rm in}>0$ for a bound state, the level always falls as the well deepens, though not at a constant rate. At $V_0=0.5$, integrating the matched solution gives $P_{\rm in}=0.656$.

As $\varepsilon\to-2$, $M_{\rm out}\to0$ and the right side of \eqref{eq:match} diverges, so $ka\to\pi/2$. At $\varepsilon=-2$, \eqref{eq:k} gives $k^2=(V_0-2)V_0$. With $q=\pi/2a$,
\begin{equation}
V_0(V_0-2)=q^2\;\Longrightarrow\;(V_0-1)^2=1+q^2\;\Longrightarrow\;
V_c=1+\sqrt{1+q^2}.
\label{eq:vc}
\end{equation}
The other root is negative and does not describe a well. In ordinary units
\[
V_c=mc^2+\sqrt{(mc^2)^2+\left(\frac{\pi\hbar c}{2a}\right)^2}.
\]
For $2<V_0<V_c$, $ka$ is below $\pi/2$ at $\varepsilon=-2$, so the root from (a) still exists. For $V_0>V_c$ this branch has no root in the gap. Below the gap $\kappa^2<0$, the outer wave oscillates, and no bound state can be matched.

For $a=1$, $q^2=2.4674$ and $V_c=1+\sqrt{3.4674}=2.8621$, or $1.4625$~MeV. For a wide well $V_c\approx2+q^2/2$: a depth of $2mc^2$ brings the upper continuum edge inside the well down to the lower edge outside, and $q^2/2$ pays for confinement. At $a=10$ the full formula gives $V_c=2.0123$.

At $V_c=2.8621$ the other methods give $-2.262$ (Schr\"odinger), $-2.168$ (Pauli) and $-2.498$ (ZORA), against the Dirac limit $-2$. For Schr\"odinger and ZORA nothing happens at $\varepsilon=-2$: $M_{\rm out}$ stays at 2, and since their kinetic energy is positive they have no lower continuum.

\paragraph{The approach.} Let $u=\varepsilon+2$ and $\delta=V_c-V_0$, both small. By \eqref{eq:k}, $k^2=(V_0+u-2)(V_0+u)$ depends on $V_0+u$ alone and equals $q^2$ at $V_0+u=V_c$. Differentiating, $dk/d(V_0+u)=(V_c-1)/q$ there, so
\[
\cot ka\approx\frac\pi2-ka\approx\frac{a(V_c-1)}{q}(\delta-u).
\]
The reciprocal of \eqref{eq:match} gives $\cot^2ka\approx(V_c-2)u/(2V_c)$. Equating the two,
\begin{equation}
u\approx C(\delta-u)^2,\qquad
C=\frac{2V_c}{V_c-2}\left[\frac{a(V_c-1)}{q}\right]^2 ,
\label{eq:approach}
\end{equation}
and $u\approx C\delta^2$ when $C\delta\ll1$. The level meets the continuum tangentially.

For $a=1$, $C=9.33$. At $\delta=0.01$ the matching equation gives $u=0.00080$, while $C\delta^2=0.00093$. At $\delta=0.1$ it gives $u=0.038$, far from $C\delta^2=0.093$, because $C\delta$ is then close to 1. Keeping $u$ on the right of \eqref{eq:approach} restores most of the agreement: solved as a quadratic equation for $u$, it gives $0.037$.

By \eqref{eq:hf} a vanishing slope means that the electron leaves the well: $P_{\rm in}$ is $0.554$ at $\delta=0.1$ and $0.148$ at $\delta=0.01$. The tail length $1/\kappa$ diverges, and outside $|\varphi/\chi|=M_{\rm out}/\kappa=\sqrt{M_{\rm out}/(-\varepsilon)}\to0$. At $V_c$ itself the outer wave has $\varphi=0$ and constant $\chi$. It cannot be normalized, so $V_c$ is the limit of a family of bound states and has no bound state of this branch.

\section{Two variations}

\subsection*{Variation 1: a narrow, deep well}

Let $a\to0$ and $V_0\to\infty$ with $g=2aV_0$ fixed. Where does each level go?

\emph{Solution.} For finite $\varepsilon$, the Dirac and ZORA entries both give $ka\to aV_0=g/2$ and $M_{\rm in}/(\varepsilon+V_0)\to1$. For Dirac, \eqref{eq:match} becomes $\tan^2(g/2)=-\varepsilon/(2+\varepsilon)$. For ZORA it becomes $\tan^2(g/2)=-\varepsilon/2$. For Schr\"odinger $ka\approx a\sqrt{2V_0}\to0$, so $\tan ka\approx ka$ and $2a^2V_0=-\varepsilon/V_0$. Solving each for $\varepsilon$,
\[
\varepsilon_D=-2\sin^2\frac g2,\qquad
\varepsilon_S=-2\left(\frac g2\right)^2,\qquad
\varepsilon_Z=-2\tan^2\frac g2 .
\]
Because $\sin y<y<\tan y$ for $0<y<\pi/2$, the order $\varepsilon_Z<\varepsilon_S<\varepsilon_D$ holds for every $g<\pi$ in this limit. The Dirac energy is $E=1+\varepsilon_D=\cos g$, which reaches $-1$ at $g=\pi$. This agrees with \eqref{eq:vc}, where $V_c\to\pi/2a$ for small $a$. The ZORA level diverges at the same strength.

\subsection*{Variation 2: a well in the mass}

Replace the electrostatic well by a scalar one, $H=\sigma_xp+\sigma_zM_s(x)$, with $M_s=1-S_0$ inside and $M_s=1$ outside. Can a deep enough well bring the ground level from the upper continuum to $E=-1$?

\emph{Solution.} No. On its way down the level would have to pass $E=0$. There $\sigma_xp\,\psi=-\sigma_zM_s\psi$. Multiplying by $\sigma_x$ and using $\sigma_x\sigma_z=-i\sigma_y$,
\[
-i\psi'=i\sigma_yM_s\psi\quad\Longrightarrow\quad\psi'=-\sigma_yM_s\psi .
\]
The parts with $\sigma_y=\pm1$ vary as $\exp(\mp\int M_s\,dx)$. Since $M_s=1$ on both sides of the well, each part grows without limit at one end, whatever $S_0$ is. No bound state exists at $E=0$, and a level that moves continuously with $S_0$ cannot cross it. The scalar well shifts the two components in opposite directions and cannot bring the level to the lower continuum. The electrostatic well of the original problem shifts both in the same direction, and it can.
